\section*{Energy of the interface phonon between a polar oxide and silicon}

\section*{The question}

A polar oxide fills the half-space $z>0$ and silicon fills $z<0$. The oxide has one transverse-optical (TO) phonon of energy $W_T=\hbar\omega_T=12.4$ meV, static permittivity $\epsilon_s=22$ and high-frequency permittivity $\epsilon_\infty=5$. Silicon has the constant permittivity $\epsilon_{\rm Si}=11.7$. Permittivities are relative to $\epsilon_0$, fields vary as $e^{-i\omega t}$, and energies are written $W=\hbar\omega$.

Parts (a) to (c) concern the ideal interface: flat and sharp, between isotropic media with local response, without damping or free carriers. The in-plane wavevector $q$ is much larger than $\omega/c$, so that the electric field is the gradient of a potential. Parts (d) to (g) relax some of these assumptions.

\section*{Part (a): the oxide permittivity}

\textbf{Question.} The ionic polarization $\mathbf P$ is a harmonic oscillator driven by the macroscopic field $\mathbf E$. Fix the coupling from the static limit, and find the permittivity and the bulk longitudinal-optical (LO) energy.

\textbf{Answer.} Let the coupling constant be $g$:
\begin{equation}
\ddot{\mathbf P}=-\omega_T^2\mathbf P+g\,\mathbf E,\qquad
\mathbf D=\epsilon_0\epsilon_\infty\mathbf E+\mathbf P .
\end{equation}
The electrons follow the field at once and supply $\epsilon_\infty$. In a static field $\ddot{\mathbf P}=0$, so $\mathbf P=g\mathbf E/\omega_T^2$. The static permittivity requires $\mathbf P=\epsilon_0(\epsilon_s-\epsilon_\infty)\mathbf E$. Hence $g=\epsilon_0(\epsilon_s-\epsilon_\infty)\omega_T^2$.

For harmonic motion $\ddot{\mathbf P}=-\omega^2\mathbf P$, which gives
\begin{equation}
(\omega_T^2-\omega^2)\mathbf P=\epsilon_0(\epsilon_s-\epsilon_\infty)\omega_T^2\mathbf E .
\end{equation}
Dividing by the bracket and inserting $\mathbf P$ in $\mathbf D=\epsilon_0\epsilon_{\rm ox}\mathbf E$,
\begin{equation}
\epsilon_{\rm ox}(\omega)=\epsilon_\infty+
\frac{(\epsilon_s-\epsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}.
\label{eps}
\end{equation}

In a bulk longitudinal wave $\mathbf D$ is parallel to the wavevector, and $\nabla\cdot\mathbf D=0$ then forces $\mathbf D=0$. Since $\mathbf E\ne0$, the condition is $\epsilon_{\rm ox}=0$. Multiplying (\ref{eps}) by $\omega_T^2-\omega^2$,
\begin{equation}
\epsilon_\infty(\omega_T^2-\omega^2)+(\epsilon_s-\epsilon_\infty)\omega_T^2=0
\quad\Rightarrow\quad
W_L=W_T\sqrt{\frac{\epsilon_s}{\epsilon_\infty}} .
\end{equation}
Here $W_L=12.4\sqrt{22/5}=26.0$ meV.

\section*{Part (b): the interface mode}

\textbf{Question.} Derive the condition for a mode bound to the interface and calculate its energy.

\textbf{Answer.} Write $\mathbf E=-\nabla\phi$ with $\phi=f(z)e^{iqx}$ and $q>0$. Inside each medium $\epsilon$ is uniform, so $\nabla\cdot\mathbf D=0$ reads $\epsilon\nabla^2\phi=0$. For $\epsilon\neq0$ this gives $f''=q^2f$. The solution that is continuous at $z=0$ and decays on both sides is
\begin{equation}
\phi=A\,e^{iqx-q|z|} .
\end{equation}
Continuity of $\phi$ also makes the tangential field continuous. The normal displacement $D_z=-\epsilon_0\epsilon\,\partial_z\phi$ has the values, omitting $e^{iqx}$,
\begin{equation}
D_z(0^+)=\epsilon_0\epsilon_{\rm ox}qA,\qquad
D_z(0^-)=-\epsilon_0\epsilon_{\rm Si}qA .
\end{equation}
The signs differ because the potential falls away from the interface in opposite directions. With no free charge at the interface the two values are equal, and for $A\ne0$
\begin{equation}
\epsilon_{\rm ox}(\omega)=-\epsilon_{\rm Si}.
\label{cond}
\end{equation}

Later parts lead to the same condition with another positive number on the right, so solve $\epsilon_{\rm ox}=-\Lambda$ for a general load permittivity $\Lambda$. Multiplying by $\omega_T^2-\omega^2$ and collecting terms,
\begin{align}
(\epsilon_\infty+\Lambda)(\omega_T^2-\omega^2)+(\epsilon_s-\epsilon_\infty)\omega_T^2&=0,\\
(\epsilon_\infty+\Lambda)\,\omega^2&=(\epsilon_s+\Lambda)\,\omega_T^2 ,
\end{align}
\begin{equation}
W(\Lambda)=W_T\sqrt{\frac{\epsilon_s+\Lambda}{\epsilon_\infty+\Lambda}} .
\label{master}
\end{equation}
For the ideal interface $\Lambda=\epsilon_{\rm Si}$:
\begin{equation}
W_I=12.4\sqrt{\frac{22+11.7}{5+11.7}}
=12.4\sqrt{\frac{33.7}{16.7}}=12.4\times1.4206=17.6\ {\rm meV},
\end{equation}
or 4.26 THz. The energy does not depend on $q$, because the ideal geometry contains no length with which $q$ could be compared.

\section*{Part (c): why the energy lies where it does}

\textbf{Question.} Explain the position of the mode relative to the TO and LO energies, and verify the sign of $\epsilon_{\rm ox}$.

\textbf{Answer.} In the mode, $\mathbf P=\epsilon_0(\epsilon_{\rm ox}-\epsilon_\infty)\mathbf E$ with $\epsilon_{\rm ox}=-\Lambda$. Therefore
\begin{equation}
\mathbf E=-\frac{\mathbf P}{\epsilon_0(\epsilon_\infty+\Lambda)} .
\end{equation}
The field opposes the polarization and adds to the restoring force. Inserting it in the equation of motion gives
\begin{equation}
\omega^2=\omega_T^2\left[1+\frac{\epsilon_s-\epsilon_\infty}{\epsilon_\infty+\Lambda}\right],
\end{equation}
which is (\ref{master}) again. A more polarizable neighbour weakens the opposing field and lowers the energy. As $\Lambda\to\infty$ the field vanishes and $W\to W_T$. As $\Lambda\to0$ the energy tends to $W_L$. A finite positive $\Lambda$ therefore puts the mode between 12.4 and 26.0 meV.

With $\omega^2/\omega_T^2=2.018$, equation (\ref{eps}) gives
\begin{equation}
\epsilon_{\rm ox}=5+\frac{17}{1-2.018}=5-16.7=-11.7,
\end{equation}
as (\ref{cond}) requires. Above the TO resonance the ions move against the driving force. Between the TO and LO energies their contribution outweighs $\epsilon_\infty$ and makes the permittivity negative.

\section*{Part (d): a metal gate and an interlayer}

\textbf{Question.} Take $q$ equal to the wavevector of a silicon electron with kinetic energy $k_BT$ at 300 K and mass $m=0.19\,m_e$. Find the mode energy (i) for an oxide of thickness $t=3$ nm under an ideal metal, and (ii) for a thick oxide separated from silicon by $d=0.7$ nm of silicon dioxide with permittivity $\epsilon_i=3.9$.

\textbf{Answer.} The thermal energy is 25.85 meV and
\begin{equation}
q=\frac{\sqrt{2mk_BT}}{\hbar}=0.359\ {\rm nm}^{-1}.
\end{equation}
The potential thus decays over $1/q=2.79$ nm, which is comparable with $t$.

(i) The metal holds $\phi=0$ at $z=t$. The potential in the oxide is
\begin{equation}
\phi=A\,\frac{\sinh q(t-z)}{\sinh qt},\qquad
D_z(0^+)=\epsilon_0\epsilon_{\rm ox}qA\coth qt .
\end{equation}
Let the layers below present $D_z(0^-)=-\epsilon_0\epsilon_{\rm eff}qA$. Equating the two,
\begin{equation}
\epsilon_{\rm ox}=-\epsilon_{\rm eff}\tanh qt,\qquad \Lambda=\epsilon_{\rm eff}\tanh qt .
\label{gate}
\end{equation}
With silicon alone $\epsilon_{\rm eff}=11.7$. Since $qt=1.077$, $\Lambda=11.7\tanh1.077=9.27$ and
\begin{equation}
W=12.4\sqrt{31.27/14.27}=18.4\ {\rm meV},
\end{equation}
a rise of 0.7 meV. For $qt\gg1$ the ideal result returns. For $qt\to0$, $\Lambda\to0$ and the energy approaches $W_L$.

(ii) Let the interlayer occupy $-d<z<0$ and put
\begin{equation}
\phi=a\cosh q(z+d)+b\sinh q(z+d).
\end{equation}
In silicon $\phi=a\,e^{q(z+d)}$. Continuity of $D_z$ at $z=-d$ requires $\epsilon_i b=\epsilon_{\rm Si}a$. At $z=0$ the effective permittivity is $\epsilon_{\rm eff}=\epsilon_i\,\partial_z\phi/(q\phi)$. With $b=a\epsilon_{\rm Si}/\epsilon_i$ and $\tau=\tanh qd$,
\begin{equation}
\epsilon_{\rm eff}=\epsilon_i\,\frac{a\tau+b}{a+b\tau}
=\epsilon_i\,\frac{\epsilon_{\rm Si}+\epsilon_i\tau}{\epsilon_i+\epsilon_{\rm Si}\tau}.
\label{inter}
\end{equation}
Here $qd=0.251$ and $\tau=0.246$, so $\epsilon_{\rm eff}=7.28$. For a thick oxide $\Lambda=\epsilon_{\rm eff}$:
\begin{equation}
W=12.4\sqrt{29.28/12.28}=19.1\ {\rm meV},
\end{equation}
a rise of 1.5 meV. Even a layer only a quarter as thick as $1/q$ matters, because its permittivity is well below that of silicon. The constant $\epsilon_i$ assumes that the mode lies far below the interlayer's own polar phonons.

\section*{Part (e): a second polar phonon}

\textbf{Question.} Suppose that the same total ionic response is shared with a second TO phonon at $W_2=48$ meV, the permittivity between the two phonons being $\epsilon_m=6.6$. Find the modes of the otherwise ideal interface. Then find the lower mode with the gate and interlayer of part (d) both present.

\textbf{Answer.} The strengths are $S_1=\epsilon_s-\epsilon_m=15.4$ and $S_2=\epsilon_m-\epsilon_\infty=1.6$. With $y=W^2$ and $W_1=W_T$, the condition is
\begin{equation}
\epsilon_\infty+\frac{S_1W_1^2}{W_1^2-y}+\frac{S_2W_2^2}{W_2^2-y}=-\Lambda .
\end{equation}
Multiplying by both denominators and collecting powers of $y$,
\begin{multline}
(\epsilon_\infty+\Lambda)y^2
-\left[(\epsilon_\infty+\Lambda)(W_1^2+W_2^2)+S_1W_1^2+S_2W_2^2\right]y\\
+(\epsilon_s+\Lambda)W_1^2W_2^2=0 .
\label{quad}
\end{multline}
The last coefficient uses $\epsilon_\infty+S_1+S_2=\epsilon_s$. For $\Lambda=11.7$, division by 16.7 gives, in units of meV$^2$ for $y$,
\begin{equation}
y^2-2820.3\,y+7.149\times10^5=0 .
\end{equation}
The roots are $y=281.6$ and $2538.7$, so the modes lie at 16.8 and 50.4 meV. The lower one is 0.8 meV below the single-phonon result.

The lowering has a simple origin. Near 17 meV the second phonon responds almost statically and acts as part of the background. Replacing $\epsilon_\infty$ by $\epsilon_m$ in (\ref{master}) gives $12.4\sqrt{33.7/18.3}=16.8$ meV, which accounts for nearly all of the shift.

With gate and interlayer together, (\ref{gate}) and (\ref{inter}) give $\Lambda=7.28\tanh1.077=5.77$. The lower root of (\ref{quad}) is then 18.5 meV, or 0.9 meV above the ideal value. The three separate shifts add to about 1.4 meV, so they are not additive at this accuracy. The upper root is not used here, since silicon dioxide has polar phonons of its own in that energy range and a constant $\epsilon_i$ is not justified there.

\section*{Part (f): electrons in the silicon}

\textbf{Question.} A thin inversion layer of density $n=10^{12}$ cm$^{-2}$ lies at the silicon surface, in two equivalent valleys of isotropic in-plane mass $m$. Estimate its effect on the ideal interface mode at the same $q$ and temperature.

\textbf{Answer.} An electron has potential energy $-e\phi$. To first order the density changes by $\delta n=\Pi e\phi$, with $\Pi>0$ in a static potential, and the sheet charge is $-e\,\delta n=-e^2\Pi\phi$. Gauss's law now gives a jump in $D_z$:
\begin{equation}
\epsilon_0q(\epsilon_{\rm ox}+\epsilon_{\rm Si})A=-e^2\Pi A
\quad\Rightarrow\quad
\Lambda=\epsilon_{\rm Si}+\frac{e^2\Pi}{\epsilon_0q}.
\end{equation}

\emph{Static estimate.} For a slow, long-wave potential $\Pi=dn/d\mu$. The density of states is $N=2m/(\pi\hbar^2)$, including spin and both valleys. Integrating the Fermi function over energy gives $n=Nk_BT\ln(1+e^{\mu/k_BT})$. Differentiating and eliminating $\mu$,
\begin{equation}
\Pi_0=N\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}
=N\left(1-e^{-n/(Nk_BT)}\right).
\end{equation}
Here $n/(Nk_BT)=0.244$ and $e^2\Pi_0/(\epsilon_0q)=17.3$. Hence $\Lambda=29.0$ and $W=12.4\sqrt{51.0/34.0}=15.2$ meV.

\emph{Finite wavevector and frequency.} First-order perturbation theory gives
\begin{equation}
\Pi=\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\Delta-W}
=\sum_{\mathbf k}f_{\mathbf k}\left[\frac1{\Delta-W}+\frac1{\Delta+W}\right],
\end{equation}
where the sum is per unit area and includes spin and valleys, and $\Delta$ is the kinetic energy at $\mathbf k+\mathbf q$ minus that at $\mathbf k$. The second form follows from $\mathbf k\to-\mathbf k-\mathbf q$ in the second term. At the chosen $q$, $\Delta=k_BT(2s+1)$ with $s=k_x/q$. For a Maxwell distribution $s$ has the weight $e^{-s^2}/\sqrt\pi$. The real part needs the principal-value integral
\begin{equation}
I(a)={\rm P}\!\int_{-\infty}^{\infty}\frac{e^{-s^2}}{\sqrt\pi\,(s+a)}\,ds .
\end{equation}
Substituting $u=s+a$ and differentiating gives $I'=2-2aI$, with $I(0)=0$ by symmetry. Thus $I=2F$, where Dawson's function $F$ obeys $F'=1-2aF$ and $F(0)=0$. Relative to $n/k_BT$, the Maxwell static value, the response is
\begin{equation}
R(W)=F\!\left(\tfrac12+\tfrac{W}{2k_BT}\right)+F\!\left(\tfrac12-\tfrac{W}{2k_BT}\right).
\end{equation}
Since $n/(Nk_BT)$ is fairly small, $R\Pi_0$ is a reasonable approximation to the real response. Solving $W=W(\Lambda)$ with $\Lambda=11.7+17.3R(W)$ by numerical root finding gives $R=0.726$ and $W=15.6$ meV, a fall of 2.0 meV.

This is an estimate. The imaginary part of $\Pi$, through which electrons absorb the phonon, has been dropped. Kept in the Maxwell response, it gives a complex mode energy of about $15.4-0.6i$ meV: a full width of about 1.3 meV and a further fall of about 0.2 meV. The sheet is also placed exactly at the interface, whereas inversion electrons at this density lie one to several nanometres deep on average, depending on the depletion charge. That depth ranges from under half of $1/q$ to a few times $1/q$, and it weakens their effect. At 1 nm the fall is roughly halved, and it shrinks further for deeper layers. For a sheet 2 nm deep, (\ref{inter}) applies with $\epsilon_i$ replaced by $\epsilon_{\rm Si}$, $\epsilon_{\rm Si}$ by $\epsilon_{\rm Si}+17.3R$ and $d$ by 2 nm, and the fall is only about 0.5 meV. A layer with density spread as $z^2e^{-bz}$ about the same mean depth, $z$ being the depth, gives about 0.7 meV. The two-valley layer is a further simplification. At 300 K and this density, silicon's other four valleys can hold a sizeable share of the electrons, and their in-plane masses differ.

\section*{Part (g): damping and retardation}

\textbf{Question.} Find the changes caused by a phonon linewidth $\hbar\gamma=3$ meV and by the finite speed of light, each for the otherwise ideal interface.

\textbf{Answer.} A friction term $-\gamma\dot{\mathbf P}$ equals $+i\gamma\omega\mathbf P$ and replaces $\omega^2$ by $\omega^2+i\gamma\omega$ in the permittivity. The mode condition becomes $\omega^2+i\gamma\omega=\omega_I^2$, where $\omega_I=W_I/\hbar$. Its solution with positive real part is
\begin{equation}
\omega=\sqrt{\omega_I^2-\gamma^2/4}-\frac{i\gamma}{2}.
\end{equation}
The real energy falls by 0.06 meV. Damping gives the mode a width but hardly moves its centre.

With retardation the decay constants are $\kappa_j=\sqrt{q^2-\epsilon_j\omega^2/c^2}$. For the wave with magnetic field along $y$, $H_y$ and $E_x\propto\epsilon^{-1}\partial_zH_y$ are continuous. This gives $\epsilon_{\rm ox}\kappa_{\rm Si}+\epsilon_{\rm Si}\kappa_{\rm ox}=0$. Put $r=\omega/(cq)=2.49\times10^{-4}$ and expand $\kappa_j\simeq q(1-\epsilon_jr^2/2)$:
\begin{equation}
\epsilon_{\rm ox}+\epsilon_{\rm Si}-r^2\epsilon_{\rm ox}\epsilon_{\rm Si}\simeq0
\quad\Rightarrow\quad
\Lambda\simeq\epsilon_{\rm Si}+r^2\epsilon_{\rm Si}^2 .
\end{equation}
Differentiating the logarithm of (\ref{master}), the shift is
\begin{equation}
\delta W\simeq\frac{W_I}{2}\left(\frac1{33.7}-\frac1{16.7}\right)r^2\epsilon_{\rm Si}^2
=-2.3\times10^{-6}\ {\rm meV},
\end{equation}
which is negligible at this $q$.

\section*{Part (h): use for a real gate stack}

\textbf{Question.} How far can the ideal energy be applied to hafnium oxide on silicon?

\textbf{Answer.} The parameters are rough values for that pair, with several polar phonons of the oxide lumped into one in every part except (e). Real films vary in structure and permittivity. They usually have a thin silicon dioxide interlayer, which breaks the sharp-interface assumption and here raises the energy by 1.5 meV. The inversion density in part (f) is low for a transistor that is strongly on, where densities near $10^{13}$ cm$^{-2}$ are typical. The fall of about 2 meV from electrons was estimated for a sheet exactly at the interface and without the interlayer. At a mean depth of 1 to 2 nm and the density of part (f) it is about 0.5 to 1.2 meV, and less for deeper layers, and the interlayer then has the larger effect at the chosen $q$. The figure 17.6 meV is therefore the answer for the ideal model. For a stack with these parameters it is a starting value. At the chosen $q$ and density the effects sized here each move it by up to about 2 meV, and a higher electron density, which screens more strongly, can lower it further. A mobility calculation should solve the layered, screened problem at each $q$.
